# Cell height and mid-vacuum potential of a charged sheet

## Problem

An electronic-structure calculation treats a thin sheet in a cell that repeats along $z$ with period $L$, the cell height. The sheet carries $n=5\times10^{13}\ \mathrm{cm^{-2}}$ excess electrons, and a uniform positive background filling the whole cell makes it neutral. At what height does the potential energy of an electron midway between neighbouring sheets lie 4 eV below its value at the sheet?

Treat the excess charge as a plane at $z=0$, uniform along the sheet, and give the cell the vacuum permittivity $\varepsilon_0$. Let $e>0$, so an electron has charge $-e$. The energy $U(z)=-e\phi(z)$ comes from the excess electrons and the background alone; the neutral sheet's own potential is not included. The required drop is

$$D=U(0)-U(L/2)=4\ \mathrm{eV}.$$

## A tempting solution

A charged plane produces a uniform field on each side. By Gauss's law its magnitude is $en/(2\varepsilon_0)$, so an electron is pushed away with force $e^2n/(2\varepsilon_0)$. The middle of the vacuum is a distance $L/2$ away, which suggests

$$D=\frac{e^2n}{2\varepsilon_0}\,\frac L2=\frac{e^2nL}{4\varepsilon_0},\qquad L=\frac{4\varepsilon_0D}{e^2n}.$$

With $e^2/\varepsilon_0=18.095\ \mathrm{eV\,nm}$ and $n=0.500\ \mathrm{nm^{-2}}$,

$$L=\frac{4\times4.00}{18.095\times0.500}\ \mathrm{nm}=1.77\ \mathrm{nm}.$$

## Where it fails

The force is right immediately beside the sheet, but it does not stay constant. The vacuum region contains no atoms, yet it does contain the positive background. Moving away from the sheet, one leaves more and more of this positive charge behind, and it cancels part of the sheet's field.

Symmetry exposes the contradiction. The point $z=L/2$ is equally far from two identical sheets, so the field there must vanish if it is continuous. A constant force pointing away from each sheet would instead reverse abruptly at $L/2$. Such a jump requires a positive charged plane at that position. The tempting solution has therefore gathered the whole background into a plane at mid-vacuum, which is a different charge distribution.

## Correct solution

**Poisson's equation.** The background must supply charge $+en$ per unit area over a height $L$, so its volume density is $en/L$. Within one cell centred on the sheet,

$$\rho(z)=-en\,\delta(z)+\frac{en}{L}.$$

Poisson's equation is $\phi''=-\rho/\varepsilon_0$. Multiplying by $-e$ gives

$$U''=\frac{e\rho}{\varepsilon_0}=\frac{e^2n}{\varepsilon_0}\left[\frac1L-\delta(z)\right].$$

Away from the sheet the curvature is positive: the background makes the vacuum region a well for electrons.

**The slope.** Integrating across the plane, where the background contributes nothing in the limit of zero width, gives

$$U'(0^+)-U'(0^-)=-\frac{e^2n}{\varepsilon_0}.$$

Since $U(-z)=U(z)$, the slopes on the two sides are opposite, $U'(0^-)=-U'(0^+)$. Hence $2U'(0^+)=-e^2n/\varepsilon_0$, and

$$U'(0^+)=-\frac{e^2n}{2\varepsilon_0}.$$

For $0<z<L/2$, adding the integral of the constant curvature gives

$$U'(z)=-\frac{e^2n}{2\varepsilon_0}+\frac{e^2n}{\varepsilon_0L}z
=-\frac{e^2n}{2\varepsilon_0}\left(1-\frac{2z}{L}\right).$$

The slope vanishes at $z=L/2$, as symmetry demands.

**The drop.** A second integration gives

$$U(0)-U(z)=-\int_0^zU'(s)\,ds
=\frac{e^2n}{2\varepsilon_0}\left(z-\frac{z^2}{L}\right).$$

At $z=L/2$ the bracket is $L/2-L/4=L/4$. Therefore

$$\boxed{D=\frac{e^2nL}{8\varepsilon_0},\qquad L=\frac{8\varepsilon_0D}{e^2n}.}$$

The force falls linearly from its initial value to zero, so its average is half the initial value. This is the factor of two missing from the tempting solution.

**The number.**

$$L=\frac{8\times4.00}{18.095\times0.500}\ \mathrm{nm}=3.54\ \mathrm{nm}=35.4\ \text{Å}.$$

The initial slope has magnitude $18.095\times0.500/2=4.52$ eV/nm, corresponding to a field of 45.2 MV/cm. Halfway from the sheet to mid-vacuum, at $z=L/4$, the bracket is $L/4-L/16=3L/16$. This is three quarters of its mid-vacuum value, so 3 eV of the 4 eV drop has already occurred.

## The same result from a Fourier series

A plane-wave calculation often represents the potential by its Fourier components. Write $U(z)=\sum_GU_Ge^{iGz}$ with $G=2\pi m/L$ and integer $m$. Every component of the periodic delta function is $1/L$, while the uniform background contributes at $G=0$ alone and cancels the delta function's component there. For $G\ne0$,

$$-G^2U_G=-\frac{e^2n}{\varepsilon_0L},\qquad
U_G=\frac{e^2n}{\varepsilon_0LG^2}.$$

The component $U_{G=0}$ is an arbitrary constant and cancels from $D$. At mid-vacuum $e^{iGL/2}=(-1)^m$, so even terms cancel and each odd term is doubled. Positive and negative $m$ contribute equally, which gives another factor of two:

$$D=4\sum_{m=1,3,5,\ldots}\frac{e^2n}{\varepsilon_0L}\frac{L^2}{4\pi^2m^2}
=\frac{e^2nL}{\pi^2\varepsilon_0}\sum_{m=1,3,5,\ldots}\frac1{m^2}.$$

The sum over all positive integers is $\pi^2/6$. Its even terms make up one quarter of it, leaving $\pi^2/8$ for the odd terms. Hence $D=e^2nL/(8\varepsilon_0)$ again. Dropping the $G=0$ component of the charge density when solving Poisson's equation in a charged cell is thus equivalent to adding the uniform background; the value then given to $U_{G=0}$ only fixes the zero of energy.

## What changing the cell does

At fixed $n$, the drop grows by 1.131 eV for each nanometre of cell height. It is 2.26 eV at 2 nm, 3.39 eV at 3 nm and 5.65 eV at 5 nm. As long as all the excess electrons stay on the sheet, adding vacuum deepens the well without limit. In a self-consistent calculation this growth stops once electrons begin to fill the well (see below). With electrostatics alone (the Hartree level) the drop then stays close to the energy binding an electron to the sheet, and it is the share of electrons left on the sheet that keeps changing with $L$; an attractive exchange-correlation potential in the well lowers the value at which the drop is pinned. For the bare charged plane at fixed $D$, doubling the excess density halves the required height.

If electrons are removed instead, $n$ becomes negative in these formulas. The mid-vacuum point is then a maximum of $U$, and this electrostatic mechanism makes no electron well there.

## When electrons enter the vacuum

A drop of 4 eV is of interest because it is comparable with the energy that binds an electron to some sheets. If the well becomes deep enough, the lowest-energy state of the calculation puts some of the excess electrons in the vacuum. The drop alone does not fix this onset. Two reasons are treated here, at the Hartree level, without exchange and correlation.

First, an electron in the well has zero-point energy. With $x=z-L/2$, the potential found above is

$$U-U(L/2)=\frac{e^2n}{2\varepsilon_0L}x^2.$$

Comparison with $\tfrac12m\omega^2x^2$, where $m$ is the free-electron mass, gives $\omega=\sqrt{e^2n/(\varepsilon_0Lm)}$. At the ideal height, $\hbar\omega/2=0.221$ eV. The parabola ends at the sheets, but diagonalization in the full periodic potential also gives 0.221 eV above the well bottom.

Second, electrons in the sheet fill its band up to an energy $E_F$ above the band edge. For an isotropic parabolic band of mass $m^*$ and degeneracy $g$, counting the states inside a circle of radius $k_F$ gives

$$n=g\frac{\pi k_F^2}{(2\pi)^2},\qquad k_F^2=\frac{4\pi n}{g},\qquad
E_F=\frac{\hbar^2k_F^2}{2m^*}=\frac{2\pi\hbar^2n}{gm^*}.$$

Let the band edge lie $\chi$ below the local vacuum level $U(0)$. Measured from $U(0)$, the highest filled sheet state is at $-\chi+E_F$ and the lowest well state is at $-D+\hbar\omega/2$. They meet when

$$D-\frac{\hbar\omega}{2}=\chi-E_F.$$

Zero-point energy delays the onset; band filling advances it.

## Finite thickness and dielectric response

**Charge thickness.** Spread the excess electrons uniformly over $|z|<t/2$. Inside this layer $U''=(e^2n/\varepsilon_0)(1/L-1/t)$, and symmetry requires $U'(0)=0$. The downward slope is therefore $(e^2n/\varepsilon_0)(1/t-1/L)z$. Outside the layer the slope is unchanged, since the enclosed charge is the same. Relative to the plane, the drop is reduced by

$$\frac{e^2n}{\varepsilon_0}\int_0^{t/2}\left[\frac12-\frac zL-\frac zt+\frac zL\right]dz
=\frac{e^2n}{\varepsilon_0}\left(\frac t4-\frac t8\right)=\frac{e^2nt}{8\varepsilon_0}.$$

Thus $D=e^2n(L-t)/(8\varepsilon_0)$, and the required height increases by $t$.

**Dielectric response.** Return the excess charge to a plane, but place it at the centre of a slab of thickness $d$ and relative permittivity $\varepsilon$. The part of the drop outside the slab is

$$\frac{e^2n}{2\varepsilon_0}\int_{d/2}^{L/2}\left(1-\frac{2z}{L}\right)dz
=\frac{e^2n}{8\varepsilon_0}\frac{(L-d)^2}{L}.$$

Without dielectric response, the inside part would be the total $e^2nL/(8\varepsilon_0)$ minus this amount. The slab divides the inside field, and hence that part, by $\varepsilon$:

$$D=\frac{e^2n}{8\varepsilon_0}\left\{\frac{(L-d)^2}{L}
+\frac1\varepsilon\left[L-\frac{(L-d)^2}{L}\right]\right\}.$$

For $d=0$ or $\varepsilon=1$ the ideal formula returns. For $d=0.60$ nm and $\varepsilon=6$, the 4 eV condition gives $L=4.47$ nm. Substitution confirms it: $(4.47-0.60)^2/4.47=3.35$ nm, the second term is $(4.47-3.35)/6=0.19$ nm, and their sum is the ideal height of 3.54 nm.

## Comparison with a real sheet

The density is in the regime reached by ionic-liquid gating of monolayer MoS$_2$. Rough parameters for such a sheet are $\chi=4$ eV, $m^*=0.5$ electron masses, $g=4$, $d=0.6$ nm and $\varepsilon=6$. Then $E_F=0.12$ eV. Including dielectric response, zero-point energy and band filling together moves the estimated spilling onset to about 4.5 nm. There $D=4.075$ eV and $\hbar\omega/2=0.195$ eV, so both sides of the onset condition equal 3.88 eV. Dielectric response is the largest of the corrections sized here: at fixed $D=4$ eV it adds 0.93 nm, whereas a charge thickness of 0.3 nm without dielectric response adds 0.30 nm. The combined estimate omits charge thickness (inside the dielectric slab, 0.3 nm adds only about 0.05 nm), the exchange-correlation potential and the higher Q valleys of MoS$_2$, which may begin to fill at this density, and a sharp dielectric slab is a crude picture of one monolayer. The exchange-correlation term is not small: giving the electrons in the well a local-density (LDA) potential in this same model moves the zero-temperature onset down to about 4.3 nm and makes it abrupt, with a few per cent of the electrons transferred at once. It also moves with the rough inputs: $\chi$ from 3.8 to 4.3 eV gives about 4.4 to 4.8 nm, $d$ from 0.4 to 0.65 nm gives about 4.2 to 4.6 nm, and $\varepsilon$ from 3 to 10 gives about 4.4 to 4.6 nm. It is not a safe limit for choosing a cell; the levels in the actual calculation must be inspected. In a real gated device the compensating charge resides in ions or a gate, not uniformly throughout the vacuum, so this well and its dependence on $L$ belong to the calculation.

Two further numbers place the example. At 300 K, the chemical potential of the sheet's band shifts by $-0.25$ meV, which is negligible here. Temperature, or an equivalent occupation smearing, still blurs the onset: the lowest well subband has the same density of states as the sheet band in this model, and at 300 K roughly one per cent of the excess electrons already occupy it at the onset height. This is a Hartree-level figure that includes the rise of the well level as charge moves into it; rigid levels would give about ten per cent, and an LDA potential in the well raises the share at this height to nearly ten per cent even at zero temperature. A one-sided gate with an oxide of relative permittivity 3.9 would need a field $en/(3.9\varepsilon_0)=23$ MV/cm, above a rough breakdown field of 10 MV/cm. This is why an ionic liquid, rather than such an oxide, is used as the comparison; an oxide of relative permittivity 20 would need only 4.5 MV/cm.

The answer to the stated electrostatic problem remains $L=3.54$ nm; the value near 4.5 nm answers the different question of when a rough model of a real sheet begins to lose electrons to the vacuum. The numerical output lists the values used for the base case.

## Values computed for the example and the checks

```
Excess electron density: 5.0e+13 cm^-2
Excess electron density: 0.500 nm^-2
Target potential-energy drop: 4.00 eV
Constant e^2/eps0: 18.0951 eV nm
Initial slope magnitude at sheet: 4.5238 eV/nm
Field magnitude at sheet: 45.24 MV/cm
Drop per cell height: 1.1309 eV/nm
Required ideal cell height: 3.5369 nm
Required ideal cell height: 35.37 angstrom
Distance from sheet to mid-vacuum: 1.7684 nm
Height if field were constant: 1.7684 nm
Drop from real-space solver: 4.00000 eV
Drop from Fourier sum: 3.99999 eV
Drop at quarter height: 3.0000 eV
Ideal drop for L = 2.0 nm: 2.262 eV
Ideal drop for L = 3.0 nm: 3.393 eV
Ideal drop for L = 5.0 nm: 5.655 eV
Rough charge thickness: 0.30 nm
Height with charge spread only: 3.837 nm
Rough dielectric thickness: 0.60 nm
Rough out-of-plane permittivity: 6.0 (relative)
Height with dielectric only: 4.470 nm
Dielectric height shift: 0.933 nm
Rough electron affinity: 4.00 eV
Vacuum-well zero-point energy: 0.2208 eV
Vacuum-well level by diagonalization: 0.2207 eV
Onset height with zero-point only: 3.727 nm
Rough in-plane mass: 0.50 electron masses
Spin-valley degeneracy: 4 (count)
Band-filling energy: 0.1197 eV
Onset height with band filling only: 3.431 nm
Combined rough onset height: 4.537 nm
Drop at combined onset: 4.075 eV
Zero-point energy at onset: 0.195 eV
Temperature: 300 K
Thermal energy: 0.0259 eV
Thermal chemical-potential shift: -0.253 meV
Tunnelling factor at well bottom: 1.35e-08 (dimensionless)
Oxide relative permittivity: 3.9 (relative)
One-sided oxide gate field: 23.2 MV/cm
Rough oxide breakdown field: 10 MV/cm
```
